# Hyperfine and spin-orbit constants of a p^5 hole and a p^1 electron: a numerical check

```python
# Result under test: at equal radial integrals, the 2P terms of p^1 and p^5
# have equal orbital and spin-dipolar hyperfine constants, but opposite
# quadrupole and spin-orbit constants.
# l, s: one-electron momenta; L, S: their sums over electrons; n: unit vector
# D_ij = 3 n_i n_j - delta_ij; I: nuclear spin; tau: parity under time reversal
# P: magnetic hyperfine scale; b: quadrupole scale; zeta: spin-orbit parameter
import numpy as np
from scipy import constants as const


def angular_momentum(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(plus + plus.T) / 2 + 0j, (plus - plus.T) / 2j, np.diag(m) + 0j]


def quadrupole_form(X, x):
    one = np.eye(len(X[0]))
    return [[1.5 * (X[i] @ X[j] + X[j] @ X[i]) - x * (x + 1) * (i == j) * one
             for j in range(3)] for i in range(3)]


def close(a, b, tol=1e-10):
    return np.allclose(a, b, rtol=0, atol=tol)


# Angular matrices of D_ij by quadrature over the sphere
x, wx = np.polynomial.legendre.leggauss(8)
phi = np.arange(12) * 2 * np.pi / 12
X, PH = np.meshgrid(x, phi, indexing="ij")
W = np.repeat(wx[:, None], 12, axis=1) * 2 * np.pi / 12
SN = np.sqrt(1 - X**2)
n = [SN * np.cos(PH), SN * np.sin(PH), X]
c1 = np.sqrt(3 / (8 * np.pi))
Y = np.array([-c1 * SN * np.exp(1j * PH), np.sqrt(3 / (4 * np.pi)) * X + 0j,
              c1 * SN * np.exp(-1j * PH)])
assert close(np.einsum("aij,bij,ij->ab", Y.conj(), Y, W), np.eye(3))
D_orb = [[np.einsum("aij,bij,ij->ab", Y.conj(), Y,
                    W * (3 * n[i] * n[j] - (i == j)))
          for j in range(3)] for i in range(3)]

# One-electron operators in the six spin orbitals (m = 1,0,-1; spin up, down)
l = [np.kron(a, np.eye(2)) for a in angular_momentum(1)]
s = [np.kron(np.eye(3), a) for a in angular_momentum(0.5)]
D = [[np.kron(D_orb[i][j], np.eye(2)) for j in range(3)] for i in range(3)]
dip = [sum(D[i][j] @ s[j] for j in range(3)) for i in range(3)]
so = sum(l[i] @ s[i] for i in range(3))

# Fock space of the shell, with anticommuting annihilation operators
lower, Z = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
ann = []
for k in range(6):
    op = np.eye(1)
    for q in range(6):
        op = np.kron(op, Z if q < k else lower if q == k else np.eye(2))
    ann.append(op)
pair = [[ann[i].T @ ann[j] for j in range(6)] for i in range(6)]
empty, full = np.eye(64)[0], np.eye(64)[63]
eta = np.kron([1, -1, 1], [1, -1])
electron = np.array([ann[k].T @ empty for k in range(6)]).T
hole = np.array([eta[k] * ann[5 - k] @ full for k in range(6)]).T
assert close(hole.T @ hole, np.eye(6))


def in_shell(f, basis):
    F = sum(f[i, j] * pair[i][j] for i in range(6) for j in range(6))
    return basis.T @ F @ basis


# Hole formula on a random complex one-body operator
U = np.zeros((6, 6))
for k in range(6):
    U[5 - k, k] = eta[k]
rng = np.random.default_rng(4)
f = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
reversed_f = (U.T @ f @ U).conj()
assert close(in_shell(f, hole), np.trace(f) * np.eye(6) - reversed_f.conj().T)

# Time parity and hole/electron ratio of each interaction
families = {"orbital": (l, -1), "spin-dipolar": (dip, -1),
            "contact spin factor": (s, -1),
            "quadrupole": ([D[i][j] for i in range(3) for j in range(3)], 1),
            "spin-orbit": ([so], 1)}
print("Time parity tau and ratio p^5/p^1 (no unit)")
for name, (ops, expected) in families.items():
    norm = sum(np.trace(o @ o).real for o in ops)
    tau = sum(np.trace(o @ (U.T @ o @ U).conj()).real for o in ops) / norm
    ratio = sum(np.trace(o @ in_shell(o, hole)).real for o in ops) / norm
    assert close(tau, expected) and close(ratio, -expected)
    for o in ops:
        assert close(np.trace(o), 0)
        assert close((U.T @ o @ U).conj(), tau * o)
        assert close(in_shell(o, hole), ratio * o)
    print(f"  {name}: tau {tau:+.0f}, ratio {ratio:+.6f}")

# Model parameters and hyperfine scales in MHz
I, gN, Q_barn, r3_au, zeta = 1.5, 1.0, 0.1, 2.0, 3.0e6
a0 = const.physical_constants["Bohr radius"][0]
muB = const.physical_constants["Bohr magneton"][0]
muN = const.physical_constants["nuclear magneton"][0]
r3 = r3_au / a0**3
P = const.mu_0 / (4 * np.pi) * 2 * muB * gN * muN * r3 / const.h / 1e6
b = (const.e**2 * Q_barn * 1e-28 * r3
     / (4 * np.pi * const.epsilon_0 * const.h) / 1e6)
print(f"Nuclear spin I = {I}, g_N = {gN} (no unit)")
print(f"Q = {Q_barn} barn; <r^-3> = {r3_au} a0^-3")
print(f"zeta/h = {zeta:.0f} MHz")
print(f"P/h = {P:.4f} MHz; b/h = {b:.4f} MHz")

Iv = angular_momentum(I)
QI = quadrupole_form(Iv, I)
oneI = np.eye(4)
second = {}
for label, basis, sign in (("p^1", electron, 1), ("p^5", hole, -1)):
    L = [in_shell(o, basis) for o in l]
    S = [in_shell(o, basis) for o in s]
    dipole = [in_shell(o, basis) for o in dip]
    charge = [[in_shell(D[i][j], basis) for j in range(3)] for i in range(3)]
    spin_orbit = in_shell(so, basis)
    assert close(sum(o @ o for o in L), 2 * np.eye(6))
    assert close(sum(o @ o for o in S), 0.75 * np.eye(6))
    # Operator equivalents in total L and S
    QL = quadrupole_form(L, 1)
    LS = sum(L[i] @ S[i] for i in range(3))
    qs = [sum(QL[i][j] @ S[j] for j in range(3)) for i in range(3)]
    c_dip = (sum(np.trace(qs[i].conj().T @ dipole[i]).real for i in range(3))
             / sum(np.trace(qs[i].conj().T @ qs[i]).real for i in range(3)))
    c_quad = np.trace(QL[2][2] @ charge[2][2]).real
    c_quad /= np.trace(QL[2][2] @ QL[2][2]).real
    c_so = np.trace(LS @ spin_orbit).real / np.trace(LS @ LS).real
    assert close([c_dip, c_quad, c_so], [-0.4, -0.4 * sign, sign])
    assert close(spin_orbit, c_so * LS)
    for i in range(3):
        assert close(dipole[i], c_dip * qs[i])
        for j in range(3):
            assert close(charge[i][j], c_quad * QL[i][j])
    print(f"{label}: equivalent factors (no unit)")
    print(f"  dipolar {c_dip:+.4f}, quadrupole {c_quad:+.4f}, "
          f"spin-orbit {c_so:+.4f}")
    # Basis state 2 has M_L = 0, M_S = +1/2: an electron or hole in p_z
    shape, spin_shape = charge[2][2][2, 2].real, dipole[2][2, 2].real
    assert close([shape, spin_shape], [0.8 * sign, 0.4])
    print(f"  p_z state: sum D_zz {shape:+.4f}, sum D_zz s_z {spin_shape:+.4f}")

    # Magnetic constants from level projectors
    J = [L[i] + S[i] for i in range(3)]
    J2 = sum(o @ o for o in J)
    proj = {1.5: (J2 - 0.75 * np.eye(6)) / 3,
            0.5: (3.75 * np.eye(6) - J2) / 3}
    A = {}
    for j, formula in ((0.5, 8 / 3), (1.5, 8 / 15)):
        den = np.trace(proj[j] @ J2).real
        orb = P * sum(np.trace(proj[j] @ L[i] @ J[i]).real
                      for i in range(3)) / den
        spin = P * sum(np.trace(proj[j] @ dipole[i] @ J[i]).real
                       for i in range(3)) / den
        A[j] = orb + spin
        assert close(A[j], formula * P, 1e-8)
        print(f"  J={j}: A_orb {orb:.4f}, A_dip {spin:.4f}, A {A[j]:.4f} MHz")
    values, vectors = np.linalg.eigh(J[2])
    assert close(values[-1], 1.5)
    top = vectors[:, -1]
    B = -b * np.vdot(top, charge[2][2] @ top).real
    assert close(B, sign * 0.4 * b, 1e-8)
    E_level = {j: zeta * np.trace(proj[j] @ spin_orbit).real / (2 * j + 1)
               for j in (0.5, 1.5)}
    gap = E_level[1.5] - E_level[0.5]
    assert close(gap, sign * 1.5 * zeta, 1e-6)
    print(f"  B(3/2) {B:+.4f} MHz; E(3/2)-E(1/2) {gap:+.0f} MHz")

    # Hyperfine levels from the complete electron-nuclear matrices
    magnetic = P * sum(np.kron(L[i] + dipole[i], Iv[i]) for i in range(3))
    electric = -b / (6 * I * (2 * I - 1)) * sum(
        np.kron(charge[i][j], QI[i][j]) for i in range(3) for j in range(3))
    Ftot = [np.kron(J[i], oneI) + np.kron(np.eye(6), Iv[i]) for i in range(3)]
    f2, fv = np.linalg.eigh(sum(o @ o for o in Ftot))
    P3, P1 = np.kron(proj[1.5], oneI), np.kron(proj[0.5], oneI)
    H0 = zeta * np.kron(spin_orbit, oneI)
    levels = []
    for F in range(4):
        cols = fv[:, np.abs(f2 - F * (F + 1)) < 1e-6]
        PF = cols @ cols.conj().T
        first = np.trace(PF @ P3 @ (magnetic + electric)).real / (2 * F + 1)
        K = F * (F + 1) - I * (I + 1) - 3.75
        formula = A[1.5] * K / 2 + B * (
            0.75 * K * (K + 1) - I * (I + 1) * 3.75) / (
            2 * I * (2 * I - 1) * 1.5 * 2)
        assert close(first, formula, 1e-7)
        levels.append(first)
        if F in (1, 2):
            mag1 = np.trace(PF @ P3 @ magnetic).real / (2 * F + 1)
            ev = np.linalg.eigvalsh(cols.conj().T @ (H0 + magnetic) @ cols)
            near = ev[np.argsort(abs(ev - E_level[1.5]))[:2 * F + 1]]
            shift = np.mean(near - E_level[1.5]) - mag1
            squared = np.trace(PF @ P3 @ magnetic @ P1 @ magnetic).real
            squared /= 2 * F + 1
            predicted = squared / gap
            # Remaining difference: third order and eigenvalue round-off
            assert abs(shift - predicted) < 2e-3 * abs(predicted)
            second[label, F] = (predicted, squared)
    print("  First-order levels of J=3/2, relative to the J level:")
    for F, energy in enumerate(levels):
        print(f"    F={F}: {energy:+.4f} MHz")

print("Second-order magnetic shifts of J=3/2 (quadrupole off)")
for F in (1, 2):
    e1, v1 = second["p^1", F]
    e5, v5 = second["p^5", F]
    assert v1 > 1 and abs(v1 - v5) < 1e-8 * v1
    assert abs(e1 + e5) < 1e-8 * abs(e1)
    print(f"  F={F}: coupling {np.sqrt(v1):.4f} MHz; "
          f"p^1 {e1:+.6f}, p^5 {e5:+.6f} MHz")
print("verified")
```

Printed output:

```
Time parity tau and ratio p^5/p^1 (no unit)
  orbital: tau -1, ratio +1.000000
  spin-dipolar: tau -1, ratio +1.000000
  contact spin factor: tau -1, ratio +1.000000
  quadrupole: tau +1, ratio -1.000000
  spin-orbit: tau +1, ratio -1.000000
Nuclear spin I = 1.5, g_N = 1.0 (no unit)
Q = 0.1 barn; <r^-3> = 2.0 a0^-3
zeta/h = 3000000 MHz
P/h = 190.8213 MHz; b/h = 46.9930 MHz
p^1: equivalent factors (no unit)
  dipolar -0.4000, quadrupole -0.4000, spin-orbit +1.0000
  p_z state: sum D_zz +0.8000, sum D_zz s_z +0.4000
  J=0.5: A_orb 254.4284, A_dip 254.4284, A 508.8569 MHz
  J=1.5: A_orb 127.2142, A_dip -25.4428, A 101.7714 MHz
  B(3/2) +18.7972 MHz; E(3/2)-E(1/2) +4500000 MHz
  First-order levels of J=3/2, relative to the J level:
    F=0: -358.1462 MHz
    F=1: -275.1720 MHz
    F=2: -90.4264 MHz
    F=3: +233.6849 MHz
p^5: equivalent factors (no unit)
  dipolar -0.4000, quadrupole +0.4000, spin-orbit -1.0000
  p_z state: sum D_zz -0.8000, sum D_zz s_z +0.4000
  J=0.5: A_orb 254.4284, A_dip 254.4284, A 508.8569 MHz
  J=1.5: A_orb 127.2142, A_dip -25.4428, A 101.7714 MHz
  B(3/2) -18.7972 MHz; E(3/2)-E(1/2) -4500000 MHz
  First-order levels of J=3/2, relative to the J level:
    F=0: -405.1391 MHz
    F=1: -284.5706 MHz
    F=2: -62.2306 MHz
    F=3: +224.2863 MHz
Second-order magnetic shifts of J=3/2 (quadrupole off)
  F=1: coupling 71.1149 MHz; p^1 +0.001124, p^5 -0.001124 MHz
  F=2: coupling 95.4107 MHz; p^1 +0.002023, p^5 -0.002023 MHz
verified
```
